\section*{Choosing the Node Count for Scattering Angles by Gauss-Mehler Quadrature}

\section{What the answer can depend on}

Two atoms collide with relative energy $E$, reduced mass $\mu$ and impact parameter $b$, and repel each other with the potential $V=k/r$. The deflection angle $\theta$ is dimensionless. Measure dimensions in energy, length and time. Then $E$ is an energy, $b$ a length, $k$ an energy times a length, and $\mu$ an energy times a squared time over a squared length. Only $\mu$ contains time, so it cannot enter a dimensionless combination. The other three quantities form one independent ratio, and therefore
\begin{equation}
\theta=f\!\left(\frac{k}{Eb}\right).
\end{equation}
If the repulsion is screened over a length $a$, there is a second ratio, $b/a$. A quadrature with $m$ nodes in a dimensionless variable has an error that depends on the same ratios and on $m$. The sections below find that dependence and turn it into a choice of $m$.

The setting in question is the number of quadrature nodes used to convert a pair potential into a scattering angle. The potential may be a model or an energy curve from an electronic-structure calculation, with its value at infinite separation subtracted. The assumptions are classical, elastic motion and a smooth central potential that falls monotonically to zero. Angles are in the centre-of-mass frame, $0<\theta<\pi$, and $b>0$. For a projectile of mass $M_1$ and laboratory energy $E_{\rm lab}$ hitting a target of mass $M_2$ at rest, $\mu=M_1M_2/(M_1+M_2)$, so $E=\tfrac12\mu v^2=E_{\rm lab}M_2/(M_1+M_2)$, where $v$ is the initial relative speed. Hartree atomic units are used.

\section{From the orbit to a regular integrand}

The angular momentum is $L=\mu vb$, so $L^2=2\mu Eb^2$. Energy conservation,
\begin{equation}
E=\tfrac12\mu\dot r^2+\frac{L^2}{2\mu r^2}+V(r),
\end{equation}
gives
\begin{equation}
\dot r^2=v^2\left[1-\frac{V(r)}{E}-\frac{b^2}{r^2}\right].
\end{equation}
The polar angle advances at the rate $L/(\mu r^2)=vb/r^2$. Dividing this by $|\dot r|$ gives the angle swept per unit change of $r$. The approach and the departure contribute equally, and an undeflected path sweeps $\pi$. Hence
\begin{equation}
\theta=\pi-2b\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-V(r)/E-b^2/r^2}} .
\end{equation}
The turning point $r_0$ is where the bracket vanishes. It is unique, because $V/E+b^2/r^2$ falls monotonically from infinity to zero.

Set $u=r_0/r$ and $\beta=b/r_0$. Since $dr/r^2=-du/r_0$,
\begin{equation}
\theta=\pi-2\beta\int_0^1\frac{du}{\sqrt{F(u)}},\qquad
F(u)=1-\frac{V(r_0/u)}{E}-\beta^2u^2 .
\end{equation}
Here $F(1)=0$, so the integrand diverges as $(1-u)^{-1/2}$. The integral is finite, but an ordinary rule suffers. In the last cell, of width $h$, the integral of $(1-u)^{-1/2}$ is $2\sqrt h$, whereas the midpoint estimate is $h/\sqrt{h/2}=\sqrt{2h}$. The miss is of order $\sqrt h$. In the Coulomb example below, the untreated midpoint rule is wrong by $0.0579$~rad with 64 nodes and by $0.0289$~rad with 256: four times the work halves the error.

To isolate the singularity, use $F(1)=0$ in the form $1=V(r_0)/E+\beta^2$ and substitute it for the 1 in $F$:
\begin{align}
F(u)&=\frac{V(r_0)-V(r_0/u)}{E}+\beta^2(1-u^2)
=\frac{1-u^2}{g(u)^2},\\
g(u)&=\left[\beta^2+\frac{V(r_0)-V(r_0/u)}{E(1-u^2)}\right]^{-1/2}.
\end{align}
Near $u=1-\epsilon$ we have $r_0/u\simeq r_0(1+\epsilon)$ and $1-u^2\simeq2\epsilon$, so the quotient tends to $-r_0V'(r_0)/(2E)$. This is not negative for a repulsive potential, and
\begin{equation}
g(1)=\left[\beta^2-\frac{r_0V'(r_0)}{2E}\right]^{-1/2}
\end{equation}
is finite. The singularity now sits entirely in the known weight $(1-u^2)^{-1/2}$. If $V$ had an attractive well, the bracket in $g$ could approach zero at some $u<1$. The pair would then linger at that separation, and the guidance below would not apply.

\section{The Gauss-Mehler rule and its hidden assumption}

With $N$ nodes on the full interval the rule reads
\begin{equation}
\int_{-1}^{1}\frac{p(x)\,dx}{\sqrt{1-x^2}}\simeq
\frac{\pi}{N}\sum_{j=1}^{N}p\!\left(\cos\frac{(2j-1)\pi}{2N}\right).
\end{equation}
Its accuracy follows from $x=\cos\phi$, which turns the Chebyshev polynomial $T_n(x)$ into $\cos n\phi$. For $0<n<2N$ a geometric sum gives
\begin{equation}
\sum_{j=1}^{N}\cos\frac{n(2j-1)\pi}{2N}
=\frac{\sin n\pi}{2\sin(n\pi/2N)}=0,
\end{equation}
which agrees with the integral of $\cos n\phi$ from 0 to $\pi$. For $n=0$ both sides are $\pi$. The rule is therefore exact through degree $2N-1$.

Our integral covers half the interval. Take $N=2m$, extend $g$ as the even function $g(|u|)$, and halve both sides. The positive nodes remain:
\begin{equation}
\theta_m=\pi-\frac{\pi\beta}{m}\sum_{j=1}^{m}g(u_j),\qquad
u_j=\cos\frac{(2j-1)\pi}{4m}.
\label{rule}
\end{equation}
The half-range rule is exact for even polynomials through degree $4m-2$. At degree $4m$ every node gives $T_{4m}=-1$, while the integral of $T_{4m}$ vanishes. Since $u^{4m}=2^{1-4m}T_{4m}+\dots$, the rule misses the integral of $u^{4m}$ by $-(\pi/2)2^{1-4m}$.

This high polynomial degree promises fast convergence if $g(|u|)$ is smooth through $u=0$. That point is infinite separation, far from the singularity just removed. A Coulomb tail violates the condition.

\section{The Coulomb case}

\subsection{The exact angle}

For $V=k/r$, the condition $F(1)=0$ reads $k/(Er_0)=1-\beta^2$. The difference quotient in $g$ becomes $(1-\beta^2)(1-u)/(1-u^2)=(1-\beta^2)/(1+u)$, and
\begin{equation}
g(u)=\sqrt{\frac{1+u}{1+\beta^2u}},\qquad
F(u)=(1-u)(1+\beta^2u).
\end{equation}
To integrate $F^{-1/2}$, complete the square:
\begin{equation}
F(u)=\frac{(1+\beta^2)^2-(2\beta^2u+1-\beta^2)^2}{4\beta^2}.
\end{equation}
With $y=(2\beta^2u+1-\beta^2)/(1+\beta^2)$ we have $du=(1+\beta^2)\,dy/(2\beta^2)$ and $\sqrt F=(1+\beta^2)\sqrt{1-y^2}/(2\beta)$. Thus $\beta\,du/\sqrt F=dy/\sqrt{1-y^2}$. The upper limit is $y=1$, the lower one $y=s=(1-\beta^2)/(1+\beta^2)$, and
\begin{equation}
\theta=\pi-2\left(\frac{\pi}{2}-\arcsin s\right)=2\arcsin s .
\end{equation}
Then $\sin(\theta/2)=s$ and $\cos(\theta/2)=2\beta/(1+\beta^2)$, so
\begin{equation}
\tan\frac{\theta}{2}=\frac{1-\beta^2}{2\beta}=\frac{k}{2Eb}.
\end{equation}
This is the function $f$ of the dimensional argument. Because $s=\cos(2\arctan\beta)$, it also follows that $\beta=\tan[(\pi-\theta)/4]$.

\subsection{The error of the rule}

In the variable $\phi$, Eq.~(\ref{rule}) is the midpoint rule for $G(\phi)=g(\cos\phi)$ on $0\le\phi\le\pi/2$, with spacing $h=\pi/(2m)$. Expanding $G$ about the centre $c$ of one cell gives
\begin{equation}
\int_{c-h/2}^{c+h/2}G\,d\phi=hG(c)+\frac{h^3}{24}G''(c)+O(h^5).
\end{equation}
Summing over cells, and replacing $\sum hG''(c)$ by $\int G''d\phi$ at this order, gives
\begin{equation}
\text{midpoint}-\text{integral}
=-\frac{h^2}{24}\left[G'(\pi/2)-G'(0)\right]+O(h^4).
\end{equation}
Now $G'(\phi)=-\sin\phi\,g'(\cos\phi)$, so $G'(0)=0$ and $G'(\pi/2)=-g'(0)$. Differentiating $\ln g$ at $u=0$, where $g=1$, gives $g'(0)=(1-\beta^2)/2$. This nonzero slope is the kink of $g(|u|)$. The integral enters $\theta$ with the factor $-2\beta$, hence
\begin{equation}
\theta_m-\theta=-2\beta\,\frac{\pi^2}{4m^2}\,\frac{1}{24}\,
\frac{1-\beta^2}{2}+O(m^{-4})
=-\frac{\pi^2\beta(1-\beta^2)}{96\,m^2}+O(m^{-4}).
\label{error}
\end{equation}
Removing the turning-point singularity has improved the order from $m^{-1/2}$ to $m^{-2}$, but the convergence is still algebraic.

The derivative of $\beta-\beta^3$ vanishes at $\beta=1/\sqrt3$, which corresponds to $\theta=\pi-4(\pi/6)=60^\circ$. The leading error there is $0.0396/m^2$~rad. For distant collisions $\beta\to1$ and $\theta\simeq1-\beta^2$, so the error relative to $\theta$ tends to $\pi^2/(96m^2)\simeq0.103/m^2$. Small angles are not lost in the quadrature error. For nearly head-on collisions $\pi-\theta\simeq4\beta$, and the error relative to $\pi-\theta$ tends to $\pi^2/(384m^2)$.

\subsection{A $90^\circ$ collision}

Take the round model values $k=50$~hartree\,bohr, $E=500$~hartree (13.6~keV) and $b=0.05$~bohr. Then $k/(2Eb)=50/(2\times500\times0.05)=1$ and $\theta=90^\circ$. The turning point solves $r_0^2-0.1r_0-0.0025=0$, so $r_0=0.1207$~bohr and $\beta=0.4142$. Equation~(\ref{error}) predicts an error of $-0.03528/m^2$~rad.

\begin{center}
\begin{tabular}{rcc}
$m$ & error (rad) & leading term (rad)\\
2 & $-8.80\times10^{-3}$ & $-8.82\times10^{-3}$\\
4 & $-2.204\times10^{-3}$ & $-2.205\times10^{-3}$\\
8 & $-5.511\times10^{-4}$ & $-5.512\times10^{-4}$\\
16 & $-1.378\times10^{-4}$ & $-1.378\times10^{-4}$
\end{tabular}
\end{center}

The leading term is already a good estimate at two nodes. Its effect on the recoil energy $T$ is easily found. The momentum transfer is $2\mu v\sin(\theta/2)$, so $T=T_{\max}\sin^2(\theta/2)$ and a small angular error changes $T/T_{\max}$ by $\tfrac12\sin\theta\,\delta\theta$. At $90^\circ$ with $m=8$ this is about $-2.8\times10^{-4}$.

\section{Two cures for the Coulomb tail}

The first cure subtracts the known leading term:
\begin{equation}
\theta_m^{\rm corr}=\theta_m+\frac{\pi^2\beta(1-\beta^2)}{96m^2}.
\end{equation}
An error of order $m^{-4}$ remains. In the $90^\circ$ example it is $1.2\times10^{-6}$~rad at $m=4$ and $7.4\times10^{-8}$~rad at $m=8$. At $b=0.5$~bohr, doubling $m$ from 16 to 32 reduces the remainder by a factor of 15.98, close to the expected 16.

The second cure keeps the integrand $G(\phi)$ and changes the nodes. Put $\phi=\pi(1+t)/4$ with $-1\le t\le1$ and use Gauss-Legendre nodes $t_i$ and weights $w_i$:
\begin{equation}
\theta_m^{\rm GL}=\pi-\frac{\pi\beta}{2}\sum_{i=1}^{m}w_i\,G(\phi_i).
\end{equation}
This rule makes no even extension at $u=0$, so the kink plays no part. Its speed is set by how far $G$ stays analytic in the complex $t$ plane. From $1+\cos\phi=2\cos^2(\phi/2)$,
\begin{equation}
G(\phi)=\frac{\sqrt2\,\cos(\phi/2)}{\sqrt{1+\beta^2\cos\phi}} .
\end{equation}
The denominator vanishes where $\cos\phi=-1/\beta^2$. The nearest such points have ${\rm Re}\,\phi=\pm\pi$, which means ${\rm Re}\,t=3$ or $-5$. The ellipse $t=(\rho e^{i\alpha}+\rho^{-1}e^{-i\alpha})/2$ with $\rho=5$ reaches $|{\rm Re}\,t|=2.6$, so $G$ is analytic inside it for every $\beta$ between 0 and 1. Let $M$ be the maximum of $|G|$ on this ellipse.

Expand $G=\sum_n a_nT_n(t)$. For $n\ge1$, setting $t=\cos\alpha$ gives
\begin{equation}
a_n=\frac1\pi\int_0^{2\pi}G\,e^{in\alpha}\,d\alpha .
\end{equation}
Shifting $\alpha$ by $i\ln\rho$ moves $t$ onto the ellipse and multiplies the exponential by $\rho^{-n}$. The side contributions cancel by periodicity, so $|a_n|\le2M\rho^{-n}$.

The $m$-node Legendre rule is exact through degree $2m-1$. Such a polynomial can be written as $P_mq+r$ with $q$ and $r$ of degree below $m$. The first part integrates to zero by orthogonality and vanishes at the nodes, and $r$ is integrated exactly by interpolation. Thus terms with $n\ge2m$ contribute to the error, and odd $n$ drop out by symmetry. For even $n\ge4$ the integral of $T_n$ has magnitude $2/(n^2-1)\le2/15$. The quadrature of $T_n$ is at most 2 in magnitude, because the weights are positive and sum to 2. Each term therefore errs by at most $32/15$ times $|a_n|$. Summing the geometric series gives, for $m\ge2$,
\begin{equation}
|\theta_m^{\rm GL}-\theta|\le
2\beta\,\frac{\pi}{4}\,\frac{64}{15}\,
\frac{M\rho^{-2m}}{1-\rho^{-2}},\qquad \rho=5 .
\end{equation}
Each added node lowers the bound by a factor of 25. The actual errors lie well below it: at $90^\circ$, four nodes give $4.2\times10^{-9}$~rad against a bound of $1.2\times10^{-5}$~rad. Five nodes give an error of magnitude $3.5\times10^{-10}$~rad.

\section{Screened potentials}

For neutral atoms a simple model is $V=(k/r)e^{-r/a}$. In the reduced variable
\begin{equation}
V(r_0/u)=\frac{k}{r_0}\,u\,e^{-c/u},\qquad c=\frac{r_0}{a}.
\end{equation}
Every derivative of this term tends to zero as $u\to0^+$, because the exponential overcomes any power of $1/u$. The rest of $g$ depends on $u^2$, so $g(|u|)$ is smooth through $u=0$. All odd derivatives of $G$ then vanish at both ends of the $\phi$ interval. Continuing the midpoint expansion produces such end derivatives at each order, so each inverse power of $m$ has a zero coefficient. The error eventually falls faster than any fixed power of $1/m$.

The word ``eventually'' has a scale. For $u\gg c$ the exponential is near 1 and the potential looks like a Coulomb tail. The node nearest $u=0$ is $u_m=\sin(\pi/4m)\simeq\pi/(4m)$. The rule can detect the screening once this is comparable with $c$, which gives the estimate
\begin{equation}
m_{\rm screen}\sim\frac{\pi a}{4r_0}.
\label{screen}
\end{equation}
It marks a gradual change and is not an error bound.

Take $a=0.2$~bohr and two collisions. The first keeps $E=500$~hartree and $b=0.05$~bohr. The second has $E=50\,000$~hartree and $b=0.0005$~bohr. Both have the same $k/(Eb)$, hence the same Coulomb angle of $90^\circ$ and the same Coulomb quadrature error. They differ in $r_0/a$, which is $0.455$ at low energy and $0.0060$ at high energy. The screened angles are $75.24^\circ$ and $89.86^\circ$: the close, fast collision hardly feels the screening. Equation~(\ref{screen}) gives $m_{\rm screen}\simeq2$ and $m_{\rm screen}\simeq130$.

\begin{center}
\begin{tabular}{rccc}
$m$ & Coulomb (rad) & low $E$ (rad) & high $E$ (rad)\\
4 & $-2.2\times10^{-3}$ & $9.1\times10^{-4}$ & $-2.2\times10^{-3}$\\
8 & $-5.5\times10^{-4}$ & $3.2\times10^{-5}$ & $-5.4\times10^{-4}$\\
16 & $-1.4\times10^{-4}$ & $-3.5\times10^{-6}$ & $-1.3\times10^{-4}$\\
32 & $-3.4\times10^{-5}$ & $6.0\times10^{-8}$ & $-2.7\times10^{-5}$\\
64 & $-8.6\times10^{-6}$ & $\sim-10^{-14}$ & $-4.1\times10^{-6}$
\end{tabular}
\end{center}

At low energy the error soon leaves the $m^{-2}$ law and oscillates inside an envelope that falls roughly as $e^{-\sqrt{8cm}}$, up to a power of $m$. The tiny entry at 64 nodes is an accident: the error passes through zero there, being $-4\times10^{-11}$~rad at $m=63$, $+3\times10^{-11}$~rad at $m=65$ and $+8\times10^{-11}$~rad at $m=72$. The envelope at $m=64$ is about $3\times10^{-10}$~rad. Since the sign varies, a computed angle need not lie on a particular side of the true one. At high energy the errors follow the Coulomb column at first and have dropped to about half of it at $m=64$, still a factor of two below $m_{\rm screen}$: the change is gradual.

The screened reference angles come from a high-precision quadrature of $1/\sqrt{F(u)}$ with $u=1-s^2$, a substitution that makes the integrand finite at the turning point. They need a check of their own. With $w=1/r$ and primes denoting derivatives with respect to polar angle, energy conservation is $b^2(w'^2+w^2)+V/E=1$. Differentiating and dividing by $2b^2w'$ gives
\begin{equation}
w''+w=-\frac{1}{2Eb^2}\frac{dV}{dw},
\end{equation}
which holds at the turning point by continuity. Integrating from $w=0$, $w'=1/b$ until $w$ returns to zero gives $\pi-\theta$ without any scattering integral. The two routes agree within $10^{-13}$~rad in both screened cases.

\section{Choosing the setting}

For a bare Coulomb potential and a tolerance $\delta$ in radians, the leading error at the worst angle gives
\begin{equation}
m\ge\sqrt{\frac{0.0396}{\delta}} .
\end{equation}
For $\delta=0.001$~rad the right side is $6.3$, so seven nodes are needed. A scan from $2^\circ$ to $178^\circ$ found the same number, and at $m=16$ it placed the largest error at $60^\circ$. Gauss-Legendre nodes in $\phi$ are the better choice for this potential even at this tolerance: between $1^\circ$ and $179^\circ$ their largest error is $7\times10^{-4}$~rad with two nodes and $4\times10^{-7}$~rad with four.

For a screened potential, first compare $m$ with $\pi a/(4r_0)$. Well below that value the Coulomb estimate applies, and energetic close collisions are where this matters. Near it and beyond it the error keeps changing sign. In the low-energy example it does so at $m=2$, 10, 22, 41, 65 and 94, so a very small error at one $m$ may be accidental and can grow again when $m$ is increased. Well above $\pi a/(4r_0)$ it is the envelope of the error that falls rapidly, and several values of $m$ should be compared. When $r_0\gg a$ the estimate is below 1 and says nothing about relative accuracy: at $E=500$~hartree and $b=4$~bohr, two nodes miss the very small angle by 7\% and four nodes by $10^{-4}$ of it. The geometric Gauss-Legendre bound does not carry over, because $e^{-c/u}$ is not analytic at $u=0$, but these nodes still did better in the high-energy example, with errors of $1.5\times10^{-5}$~rad at $m=4$ and $3\times10^{-9}$~rad at $m=64$.

The error can also be estimated without a reference. In the $m^{-2}$ regime $\theta_m-\theta\simeq4(\theta_{2m}-\theta)$, and subtracting $\theta_{2m}-\theta$ from both sides gives
\begin{equation}
\theta_{2m}-\theta\simeq\frac{\theta_m-\theta_{2m}}{3}.
\end{equation}
For the $90^\circ$ Coulomb collision, $\theta_4=1.568593$ and $\theta_8=1.570245$~rad. The estimate is $-0.001652/3=-5.51\times10^{-4}$~rad, in agreement with the actual error at $m=8$. Where screening has broken the $m^{-2}$ law, the factor $1/3$ loses its basis, and the change on doubling is a practical indicator without a guarantee.

These choices control the quadrature error alone. They do not repair an inaccurate potential, and they do not account for electronic energy loss or quantum scattering. A table of $V$ joined with discontinuous slopes, or cut off abruptly, also breaks the smoothness on which the rapid convergence rests. The computed values behind the tables are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Coulomb strength k = 50.0 hartree bohr
Relative energy E = 500.0 hartree = 13.606 keV
Impact parameter b = 0.0500 bohr
Coulomb turning point r0 = 0.120711 bohr
beta = b/r0 = 0.414214 (dimensionless)
Exact Coulomb angle = 1.57079633 rad = 90.0000 deg
Orbit-equation minus exact, magnitude = 4.4e-16 rad
Error coefficient, m^2*(theta_m-theta) = -0.035278 rad
Coulomb, Gauss-Mehler: m, theta_m (rad), error (rad), predicted (rad)
    1 1.53598407 -3.4812e-02 -3.5278e-02
    2 1.56199810 -8.7982e-03 -8.8196e-03
    4 1.56859264 -2.2037e-03 -2.2049e-03
    8 1.57024518 -5.5115e-04 -5.5122e-04
   16 1.57065853 -1.3780e-04 -1.3781e-04
   32 1.57076188 -3.4451e-05 -3.4451e-05
   64 1.57078771 -8.6128e-06 -8.6129e-06
Coulomb, end-corrected Gauss-Mehler: m, error (rad)
    2 2.133e-05
    4 1.209e-06
    8 7.362e-08
At b = 0.5 bohr, corrected error m=16 / m=32 = 15.979
Untreated midpoint errors, m=64, 256: 5.7861e-02, 2.8935e-02 rad
Coulomb, Gauss-Legendre in phi: m, error (rad), bound (rad)
    2 -9.524e-05 7.734e-03
    3 2.567e-06 3.094e-04
    4 4.168e-09 1.237e-05
    5 -3.513e-10 4.950e-07
    6 1.674e-13 1.980e-08
Worst angle in scan at m=16 = 60.0 deg
Largest scan error at m=16 = 1.5455e-04 rad
Worst-case coefficient = 0.039571 rad
Nodes for error below 0.001 rad: predicted 7, found 7
Screening length a = 0.20 bohr
Low energy: E = 500 hartree, b = 0.0500 bohr, r0 = 0.090949 bohr, r0/a = 0.45474
  screened angle = 1.31319523 rad = 75.2405 deg; orbit gap = 7.6e-14 rad
High energy: E = 50000 hartree, b = 0.0005 bohr, r0 = 0.001202 bohr, r0/a = 0.00601
  screened angle = 1.56826686 rad = 89.8551 deg; orbit gap = 6.4e-14 rad
Gauss-Mehler errors (rad): m, Coulomb, screened low E, screened high E
    4 -2.204e-03 9.067e-04 -2.186e-03
    8 -5.511e-04 3.165e-05 -5.363e-04
   16 -1.378e-04 -3.505e-06 -1.265e-04
   32 -3.445e-05 5.970e-08 -2.673e-05
   64 -8.613e-06 -7.105e-15 -4.087e-06
\end{verbatim}
